# One narrow spin-resonance line does not prove that traps are equivalent

Two kinds of trap have resonances 0.169 mT apart at a microwave frequency of 9.5 GHz. An electron that hops between them gives a single line only 0.048 mT wide at half height. The line is less than a third as wide as the separation it hides, and, when both are scaled to the same height, it departs from the Lorentzian of one kind of trap by at most 0.08 % of that height. These are calculated values for the model below. How can two different resonances leave so little trace?

## The belief and its appeal

The belief is that one narrow line means one kind of trap. For spins that stay where they are, this is reasonable. Each trap then absorbs at its own frequency, and different traps present in comparable numbers give either separate lines or a line at least about as broad as the spread of their frequencies. A narrow line therefore limits the spread among the common traps, although a rare kind can still hide in its wing.

The hidden premise is that the spins stay where they are. In a film that conducts by hopping, the electron carries its spin from trap to trap. The spectrum then depends on how the hopping rate compares with the frequency separation.

## Two traps and one hopping spin

Let one electron be shared by traps A and B, whose resonance frequencies differ by $\Delta\nu$ in hertz. In a frame rotating at the mean frequency, the angular offsets are $+d$ and $-d$. Since $2d=2\pi\Delta\nu$,

$$d=\pi\Delta\nu .$$

The electron leaves either trap at the rate $k$, so the populations are equal. Hops are sudden and random and conserve spin. The microwave field is weak enough for linear response. All other loss of transverse magnetization is described by one rate $R$.

In a short time $dt$, a fraction $k\,dt$ of the magnetization on each trap moves to the other. Adding precession and decay gives

$$\dot M_A=(id-R-k)M_A+kM_B,$$

$$\dot M_B=(-id-R-k)M_B+kM_A,$$

with $M_A(0)=M_B(0)=1/2$. The absorption at angular offset $w$ is the real part of

$$G=\int_0^\infty (M_A+M_B)\,e^{-iwt}\,dt .$$

Write $\hat M_A$ and $\hat M_B$ for the separate integrals. Integration by parts turns $\dot M_A$ into $-\tfrac12+iw\hat M_A$. With $s=R+iw$, the two equations become

$$(s+k-id)\hat M_A-k\hat M_B=\tfrac12,$$

$$(s+k+id)\hat M_B-k\hat M_A=\tfrac12 .$$

Their determinant is

$$D=(s+k)^2+d^2-k^2=s^2+2ks+d^2 .$$

Solving the pair gives $\hat M_A=(s+2k+id)/(2D)$ and $\hat M_B=(s+2k-id)/(2D)$. In the sum the terms in $id$ cancel:

$$G=\frac{s+2k}{s^2+2ks+d^2}.$$

## Where two maxima become one

First let $R=0$, so that $s=iw$ and $D=d^2-w^2+2ikw$. Multiplying numerator and denominator by the complex conjugate of $D$ gives the real part of the numerator,

$$2k(d^2-w^2)+2kw^2=2kd^2 .$$

The absorption is therefore

$$I(w)=\frac{2kd^2}{(d^2-w^2)^2+4k^2w^2}.$$

The numerator is constant, so a maximum of $I$ is a minimum of the denominator. Put $u=w^2$ and $f(u)=(d^2-u)^2+4k^2u$. Then

$$f'(u)=-2(d^2-u)+4k^2,\qquad f''(u)=2 .$$

The minimum lies at $u=d^2-2k^2$. If this is positive, there are two maxima, at $w=\pm\sqrt{d^2-2k^2}$. If it is zero or negative, $f$ rises for all $u>0$ and the one maximum is at the centre. The change occurs at

$$k_c=\frac{d}{\sqrt2}=\frac{\pi\Delta\nu}{\sqrt2}.$$

Here $k_c$ is the one-way rate out of each trap, and $\Delta\nu$ is in hertz. Using the sum of both rates, or an angular separation, would change the prefactor. Counting the maxima of the calculated spectrum while varying $k$ gives $k_c/d=0.7071$, or $k_c=2.221\,\Delta\nu$.

One maximum does not yet mean one frequency. An eigenvalue $\lambda$ of the equations of motion satisfies $(\lambda+R+k)^2=k^2-d^2$. For $k<d$, then,

$$\lambda=-(R+k)\pm i\sqrt{d^2-k^2},$$

and the two oscillation frequencies merge only at $k=d$. Between $d/\sqrt2$ and $d$, the spectrum has one maximum although the decay still contains two frequencies. At $k=0.9\,d$ they are $0.872\,d$ apart.

## Why the merged line becomes narrow

For $k>d$, define $q=\sqrt{k^2-d^2}$. The signal $S=M_A+M_B$ then has the form

$$S=e^{-(R+k)t}\left(C\cosh qt+E\sinh qt\right).$$

The condition $S(0)=1$ gives $C=1$. Adding the equations of motion gives $\dot S=id(M_A-M_B)-RS$, and so $\dot S(0)=-R$. The trial form gives $-(R+k)+Eq$, hence $E=k/q$. Written in exponentials,

$$S=\tfrac12\left(1+\tfrac kq\right)e^{-(R+k-q)t}+\tfrac12\left(1-\tfrac kq\right)e^{-(R+k+q)t}.$$

Both terms are centred at the mean frequency. The first decays more slowly and gives the narrower line. The second decays faster and has a negative weight, which is small only when $k\gg d$. For $k\gg d$, $q\approx k-d^2/(2k)$, so the slow decay rate is

$$R+k-q\approx R+\frac{d^2}{2k}.$$

Faster hopping makes this line narrower. The spin changes frequency before it can gain much phase relative to the mean, and successive gains partly cancel.

Unequal populations do not remove the effect. Let $k_{ex}$ be the sum of the two one-way rates. Balance requires a rate $k_{ex}p_B$ from A to B and $k_{ex}p_A$ from B to A. Measured from the population-weighted mean frequency, the offsets are $\delta_A=2dp_B$ and $\delta_B=-2dp_A$. Leaving out the common decay $R$, the eigenvalue equation is

$$(i\delta_A-k_{ex}p_B-\lambda)(i\delta_B-k_{ex}p_A-\lambda)=k_{ex}^2p_Ap_B .$$

On expansion, the terms $k_{ex}^2p_Ap_B$ cancel. The term proportional to $p_A\delta_A+p_B\delta_B$ vanishes because offsets are measured from the mean. With $-\delta_A\delta_B=4d^2p_Ap_B$, what remains is

$$\lambda^2+\lambda\left[k_{ex}-i(\delta_A+\delta_B)\right]+4d^2p_Ap_B=0 .$$

For large $k_{ex}$ the small root is $\lambda\approx-4d^2p_Ap_B/k_{ex}$. The leading result is one line at the weighted mean, with extra decay $4d^2p_Ap_B/k_{ex}$. Equal populations and $k_{ex}=2k$ return $d^2/(2k)$.

## Intrinsic width moves the threshold

For $R>0$, first consider whether the centre alone can decide the number of maxima. With $c=R^2+2kR+d^2$ and $u=w^2$, one has $D=c-u+2i(R+k)w$, and the absorption is

$$\frac{(R+2k)c+Ru}{(c-u)^2+4(R+k)^2u}.$$

Call the numerator $A+Ru$ and the denominator $u^2+Bu+C_0$. The slope with respect to $u$ has the sign of

$$RC_0-AB-2Au-Ru^2 ,$$

which falls steadily for $u>0$. It can change sign at most once, from positive to negative. There are thus two maxima if the absorption rises away from the centre, and one if it does not.

To find the curvature at the centre, set $x=s+2k$ and write

$$G=\frac1F,\qquad F=s+\frac{d^2}{x}.$$

Because $ds/dw=i$, the curvature of the absorption at $w=0$ is $-G''(s)$ at $s=R$. Since $G''=(2F'^2-FF'')/F^3$, it vanishes when $2F'^2=FF''$. With $F'=1-d^2/x^2$ and $F''=2d^2/x^3$, this is

$$1-\frac{2d^2}{x^2}+\frac{d^4}{x^4}=\frac{Rd^2}{x^3}+\frac{d^4}{x^4}.$$

The last terms cancel. Multiplication by $x^3$ gives

$$x^3=2d^2x+Rd^2,\qquad x=R+2k_c .$$

The coefficients of $x^3-2d^2x-Rd^2$ change sign once, so there is one positive root. For small $R$, put $x=\sqrt2\,d+\epsilon$. To first order $(6d^2-2d^2)\epsilon=Rd^2$, so $\epsilon=R/4$ and

$$k_c\approx\frac{d}{\sqrt2}-\frac{3R}{8}.$$

At the other end, $k_c=0$ means $x=R$, which gives $R=\sqrt3\,d$. Lines at least this broad merge without any hopping. A single maximum therefore proves neither equivalence nor hopping.

## The numbers at three microwave frequencies

Take $g=2.0035$ and $2.0025$, $R=2.0\times10^6$ s$^{-1}$ and 300 K. The traps are 1.5 nm apart. The hopping rate is modelled by an attempt rate of $10^{12}$ s$^{-1}$, a decay length $a=0.5$ nm and a barrier of 0.10 eV:

$$k=10^{12}\,e^{-2(1.5)/0.5}\,e^{-0.10/0.02585}\ \mathrm{s^{-1}}=5.18\times10^7\ \mathrm{s^{-1}}.$$

At 9.5 GHz the separation is $9500\times0.0010/2.0030=4.74$ MHz. The ideal threshold is $2.221\times4.74\times10^6=1.05\times10^7$ s$^{-1}$, and the intrinsic width lowers it to $0.98\times10^7$ s$^{-1}$. The hopping rate is about five times larger, so there is one line. Its slow decay exceeds $R$ by $2.19\times10^6$ s$^{-1}$, giving a full width of $(2.00+2.19)\times10^6/\pi=1.33$ MHz. The approximation $d^2/(2k)$ gives $2.14\times10^6$ s$^{-1}$ for the excess.

The near-perfect Lorentzian follows from the two weights. Here $k/q=1.044$, so they are $1.022$ and $-0.022$. A component's height is its weight divided by its decay rate. The rates are $4.19\times10^6$ and $1.03\times10^8$ s$^{-1}$, so the negative component has about 0.09 % of the height of the narrow one. This accounts for the size of the 0.08 % mismatch.

Now raise the microwave frequency, with $k$, $R$ and temperature held fixed. At 34 GHz the separation is 17.0 MHz and there is still one maximum, 11.8 MHz wide. Here $d=5.33\times10^7$ s$^{-1}$ is slightly larger than $k$, so two eigenfrequencies, about 4 MHz apart, lie beneath the single maximum. At 95 GHz the separation is 47.4 MHz and two maxima appear, 41.2 MHz apart. Hopping pulls them inward, so their distance is not the true separation.

For these parameters the line splits above 47 GHz at 300 K. At 9.5 GHz, cooling can do the same. If only the barrier factor changes, the threshold is reached at

$$T=\frac{0.10\ \mathrm{eV}}{k_B\ln(2.479\times10^9/9.78\times10^6)}\approx210\ \mathrm{K}.$$

Growth of the width with microwave frequency is weaker evidence than a splitting, because a static spread of $g$ also broadens a line as the field rises. The rate of growth differs, however. A dominant static spread gives a width proportional to the field, whereas fast hopping adds $d^2/(2k)$, which goes as its square. Between 9.5 and 34 GHz the hopping line grows from 1.33 to 11.8 MHz, while a static Gaussian spread of $g$ with the same $R$, matched at 9.5 GHz, grows only to about 3.7 MHz. Even a splitting needs care. This model uses isotropic $g$ values, whereas one kind of trap with an anisotropic $g$ can also produce features that separate as the field rises.

## Beside a real film

The parameters are round values chosen for illustration, with a hydrogen-free amorphous-carbon film with few defects in mind. They are not fitted to a measured film. Spins near $g=2.003$ are reasonable there, but the small $R$ is favourable. At $10^{18}$ spins per cm$^3$ the dipole coupling at the mean spacing is about $3\times10^5$ s$^{-1}$. Randomly placed static spins give a Lorentzian half width 2.5 times this scale if they are unlike and 3.8 times if they are like. That is $0.8$ to $1.2\times10^6$ s$^{-1}$, about half of $R$. A film with more defects holds more spins. At $10^{20}$ cm$^{-3}$ this half width becomes about $10^8$ s$^{-1}$, well above $\sqrt3\,d=2.6\times10^7$ s$^{-1}$ at 9.5 GHz, a value it already reaches near $2$ to $3\times10^{19}$ cm$^{-3}$. If it acted simply as $R$, the lines would merge without hopping, but the result would be broad. Hydrogen would matter too: a proton 0.3 nm away has a dipole coupling of about 2.9 MHz, comparable with the 4.7 MHz separation. If each hop is assumed to flip the spin with a probability of order $(g-g_e)^2$, where $g_e=2.0023$ is the free-electron value, the flip rate is of order $k(g-g_e)^2$. With $g=2.0035$ it is about 70 s$^{-1}$, negligible beside $R$.

Real traps also differ in energy and spacing. A 10 meV offset makes the populations 0.60 and 0.40 at 300 K. For $R=0$, it lowers the merging value of the mean one-way rate from $0.707\,d$ to $0.534\,d$. With the mean rate and $R=2.0\times10^6$ s$^{-1}$ held fixed, the offset moves the splitting from about 47 GHz to about 63 GHz. This figure depends on how the offset enters the rates: if the downhill rate stays at $k$ and only the uphill rate is reduced by the Boltzmann factor, the splitting lies near 53 GHz. An average over pairs with this offset, a standard deviation of $10^{-4}$ in each $g$ and one of 0.1 nm in distance still gives one maximum at 9.5 GHz, now 1.7 MHz wide. At 95 GHz it gives two, 40 MHz apart. Carbon-13 satellites, exchange between electrons and hopping through larger networks are left out, so these figures describe isolated pairs.

What the narrow line at 9.5 GHz establishes is a small decay rate of the averaged signal. In this example that rate is compatible with one kind of trap with $R=4.19\times10^6$ s$^{-1}$, and equally with two kinds whose separation is more than three times the observed width. Further values are in the numerical output.

## Numbers as computed

```
Hop simulation minus rate matrix, modulus: 0.00162
Counted merging rate k/d, R=0: 0.70711
Same rate divided by delta_nu: 2.2214
Counted merging rate k/d, R/d=0.5: 0.51284
Eigenfrequency gap/d at k/d=0.9 (one maximum): 0.8718
Site g values: 2.0035, 2.0025
Intrinsic decay rate R: 2.00e+06 1/s
Temperature: 300 K; thermal energy: 0.02585 eV
Trap distance: 1.50 nm
Decay length: 0.50 nm
Attempt rate: 1.0e+12 1/s; barrier: 0.10 eV
Hop rate without barrier factor: 2.4788e+09 1/s
One-way hop rate k: 5.1797e+07 1/s
9.5 GHz: site separation 4.743 MHz
  ideal merging rate: 1.0536e+07 1/s
  merging rate with R: 9.7777e+06 1/s
  number of maxima: 1
  full width at half height: 1.332 MHz
34.0 GHz: site separation 16.975 MHz
  ideal merging rate: 3.7708e+07 1/s
  merging rate with R: 3.6955e+07 1/s
  number of maxima: 1
  full width at half height: 11.847 MHz
95.0 GHz: site separation 47.429 MHz
  ideal merging rate: 1.0536e+08 1/s
  merging rate with R: 1.0461e+08 1/s
  number of maxima: 2
  distance of maxima: 41.16 MHz
Resonance field at 9.5 GHz: 338.87 mT
Site separation at 9.5 GHz: 0.1692 mT
Full width at 9.5 GHz: 0.0475 mT
Intrinsic full width R/pi: 0.637 MHz
Extra decay, slow eigenvalue, 9.5 GHz: 2.189e+06 1/s
Extra decay, d^2/(2k), 9.5 GHz: 2.143e+06 1/s
Largest mismatch to one Lorentzian: 0.08 % of peak
Microwave frequency of splitting at 300 K: 47.38 GHz
Temperature of splitting at 9.5 GHz: 209.6 K
Site energy offset: 10 meV; pa: 0.5955
Merging mean rate k/d with offset, R=0: 0.5336
Disorder, standard deviation of each g: 1.0e-04
Disorder, standard deviation of distance: 0.10 nm
Maxima with disorder and offset, 9.5 GHz: 1
Full width with disorder, 9.5 GHz: 1.68 MHz
Maxima with disorder and offset, 95 GHz: 2
Distance of maxima with disorder, 95 GHz: 39.6 MHz
Spin density for dipole estimate: 1.0e+18 cm^-3
Electron dipole coupling at mean spacing: 3.27e+05 1/s
Proton dipole coupling at 0.3 nm: 2.93 MHz
Spin-flip scale k*(g-g_free)^2: 72.2 1/s
```
